# Fraction of implanted positrons diffusing back to the surface versus beam energy

## 1. All positrons stopped at one depth

Let positrons come to rest at a single depth $a$ below a flat surface at $z=0$, with the solid filling $z>0$. They diffuse with coefficient $D$, disappear in the bulk at rate $\lambda$, and are removed as soon as they touch the surface. Let $c(z)$ be the steady density divided by the number of positrons stopped per unit area and time. Then

$$D\,c''-\lambda c+\delta(z-a)=0,\qquad c(0)=0,\qquad c(\infty)=0 .$$

Away from $z=a$ the solutions are combinations of $e^{\pm z/L}$, where

$$L=\sqrt{D/\lambda}$$

is the diffusion length. The condition at the surface selects $c=A\sinh(z/L)$ for $z<a$. The condition at infinity selects $c=B\,e^{-(z-a)/L}$ for $z>a$. Continuity at $a$ gives $B=A\sinh(a/L)$. Integrating the equation across the source gives $D[c'(a^+)-c'(a^-)]=-1$, that is,

$$\frac{D}{L}\left[B+A\cosh(a/L)\right]=\frac{D}{L}\,A\left[\sinh(a/L)+\cosh(a/L)\right]=\frac{D}{L}\,A\,e^{a/L}=1 .$$

Hence $A=(L/D)e^{-a/L}$. The diffusion current along $+z$ is $-Dc'$, so the current leaving through the surface is $+Dc'(0)$:

$$J=D\,c'(0)=\frac{DA}{L}=e^{-a/L}.$$

Since one positron is supplied per unit area and time, $J$ is the probability that a positron starting at depth $a$ reaches the surface before it annihilates.

A real beam produces a spread of depths. Because the equation is linear, the returning fraction is the average of $e^{-z/L}$ over that spread. Section 2 shows this directly and also treats a surface that does not remove every arriving positron.

## 2. Any implantation profile

Let $P(z)\,dz$ be the probability that a positron thermalizes between $z$ and $z+dz$, with $\int_0^\infty P\,dz=1$. The steady balance of diffusion, loss and supply is

$$D\,c''-\lambda c+P=0. \tag{1}$$

This assumes a uniform medium much thicker than both $L$ and the implantation depth, no electric field, and a loss rate independent of depth. Positrons that are backscattered, or that leave before thermalizing, are not counted in $P$. All fractions below therefore refer to positrons that thermalize inside the solid.

Multiply (1) by $w=e^{-z/L}$ and integrate over $z>0$. Two integrations by parts give

$$\int_0^\infty c''w\,dz=\left[c'w-cw'\right]_0^\infty+\int_0^\infty c\,w''\,dz .$$

The bracket vanishes at infinity. At the surface $w=1$ and $w'=-1/L$, so the lower limit contributes $-c'(0)-c(0)/L$. Also $w''=w/L^2$, and $D/L^2=\lambda$. The integral of $cw$ therefore cancels against the loss term in (1), leaving

$$D\,c'(0)+\frac{D}{L}\,c(0)=F,\qquad F\equiv\int_0^\infty P(z)\,e^{-z/L}\,dz. \tag{2}$$

**Absorbing surface.** If $c(0)=0$, then $J=Dc'(0)=F$. The full density profile is not needed.

**Partly transmitting surface.** Suppose positrons are removed at a rate proportional to their density at the surface, $Dc'(0)=\kappa c(0)$, where $\kappa$ is a velocity. Then $c(0)=J/\kappa$, and (2) becomes

$$J\left(1+\frac{D}{\kappa L}\right)=F,\qquad J=\frac{F}{1+D/(\kappa L)}=\frac{\kappa}{\kappa+D/L}\,F. \tag{3}$$

The prefactor compares the removal velocity $\kappa$ with the velocity $D/L$ characterizing diffusion back into the absorbing bulk. If $\kappa$ does not depend on beam energy, neither does the prefactor. The limit $\kappa\to\infty$ recovers the absorbing surface, and $\kappa\to0$ gives no return. In a real solid $\kappa$ cannot exceed the order of the thermal velocity, about $10^5$ m/s at 300 K. For $D=0.5$ cm²/s this keeps $D/\kappa$ near 1 nm or above, so the absorbing surface is an idealization good to about 1% when $L=100$ nm.

Integrating (1) without a weight gives $-Dc'(0)-\lambda\int_0^\infty c\,dz+1=0$, or

$$J+\lambda\int_0^\infty c\,dz=1. \tag{4}$$

Every thermalized positron is lost either at the surface or in the bulk. Equation (4) is a useful check on any numerical solution.

## 3. The Makhov profile

The Makhov profile with shape exponent $m$ is

$$P(z)=\frac{m z^{m-1}}{z_0^m}\exp\left[-\left(\frac{z}{z_0}\right)^m\right].$$

With $t=(z/z_0)^m$ one has $P\,dz=e^{-t}dt$, so the profile is normalized. Its mean depth is

$$\bar z=z_0\int_0^\infty t^{1/m}e^{-t}\,dt=z_0\,\Gamma\!\left(1+\frac1m\right).$$

The mean depth is taken from the empirical rule

$$\bar z=\frac{40}{\rho}\,E^{1.6}\ \text{nm}, \tag{5}$$

with $E$ in keV and $\rho$ in g/cm³. This rule fixes the mean but not the shape, so $m$ must be specified separately. The choice $m=2$ gives a closed form. In that case $\Gamma(3/2)=\sqrt\pi/2$ and $z_0=2\bar z/\sqrt\pi$.

Define

$$s=\frac{\bar z}{L},\qquad a=\frac{z_0}{L}=\frac{2s}{\sqrt\pi},\qquad u=\frac{z}{z_0}.$$

From here on $a$ denotes this ratio, not the depth of Section 1. For $m=2$, equation (2) reads

$$F=\int_0^\infty 2u\,e^{-u^2}e^{-au}\,du .$$

Since $2u\,e^{-u^2}=-\dfrac{d}{du}e^{-u^2}$, integration by parts gives

$$F=\left[-e^{-u^2-au}\right]_0^\infty-a\int_0^\infty e^{-u^2-au}\,du
=1-a\int_0^\infty e^{-u^2-au}\,du .$$

Completing the square, $u^2+au=(u+a/2)^2-a^2/4$, turns the remaining integral into

$$e^{a^2/4}\int_{a/2}^\infty e^{-v^2}dv=\frac{\sqrt\pi}{2}\,e^{a^2/4}\,\mathrm{erfc}(a/2).$$

Finally $a\sqrt\pi/2=s$ and $a/2=s/\sqrt\pi$, so

$$\boxed{F(E)=1-s\,e^{s^2/\pi}\,\mathrm{erfc}\!\left(\frac{s}{\sqrt\pi}\right),\qquad s=\frac{40\,E^{1.6}}{\rho L}} \tag{6}$$

with $L$ in nm. At an absorbing surface this is the returning fraction. At a partly transmitting surface it is multiplied by the factor in (3).

The curve depends on $D$ and $\lambda$ through $L$ alone when the surface is absorbing. A measured return curve can then determine $L$, but obtaining $D=\lambda L^2$ also requires the loss rate and the absence of an electric field (Section 8).

## 4. Shallow and deep implantation

**Shallow implantation, $s\ll1$.** Expand $e^{-z/L}$ under the average. For $m=2$, the same substitution as before gives $\langle z^2\rangle=z_0^2\,\Gamma(2)=4\bar z^2/\pi$, and therefore

$$F=1-s+\frac{2s^2}{\pi}-R. \tag{7}$$

For positive $x$, the quantity $1-x+x^2/2-e^{-x}$ lies between $0$ and $x^3/6$. Since $\langle z^3\rangle=z_0^3\,\Gamma(5/2)=6\bar z^3/\pi$, it follows that $0\le R\le s^3/\pi$. The first departure from complete return measures only the ratio of mean depth to diffusion length. The shape of the profile enters at the next order.

**Deep implantation, $s\gg1$.** Put $v=au$ in the integral for $F$:

$$F=\frac{2}{a^2}\int_0^\infty v\,e^{-v}e^{-v^2/a^2}\,dv .$$

Because $1-y\le e^{-y}\le1$ for $y\ge0$, and because $\int_0^\infty ve^{-v}dv=1$ and $\int_0^\infty v^3e^{-v}dv=6$,

$$\frac{\pi}{2s^2}\left(1-\frac{3\pi}{2s^2}\right)\le F\le\frac{\pi}{2s^2}. \tag{8}$$

Here $2/a^2=\pi/(2s^2)$ and $6/a^2=3\pi/(2s^2)$ were used. Thus $F\to\pi/(2s^2)$, and (5) turns this into a fall proportional to $E^{-3.2}$. The decay is a power law, not an exponential, because some positrons still stop within a few diffusion lengths of the surface. These supply most of the returning current. For $m=2$ the stopping density rises in proportion to $z$ near the surface, so the returning positrons are distributed as $z\,e^{-z/L}$ in the deep limit, and their mean starting depth is $2L$.

For general $m$ the same substitution gives

$$F=\frac{m}{a^m}\int_0^\infty v^{m-1}e^{-v}e^{-(v/a)^m}dv\;\longrightarrow\;\Gamma(m+1)\left(\frac{L}{z_0}\right)^m,$$

where $a=z_0/L$ with the value of $z_0$ belonging to that $m$. The energy dependence is then $E^{-1.6m}$. The deep tail is governed by how $P$ rises from the surface, so an error in the assumed shape matters there even if the mean depth is correct.

**Slope at any energy.** The local energy exponent $d\ln F/d\ln E$ for $m=2$ follows in closed form. Let $g=e^{s^2/\pi}\mathrm{erfc}(s/\sqrt\pi)$. The product rule gives

$$g'=\frac{2s}{\pi}g-\frac2\pi .$$

From $F=1-sg$ it follows that $sF'=-sg-s^2g'$. Replacing $sg$ by $1-F$,

$$sF'=-(1-F)-\frac{2s^2}{\pi}(1-F)+\frac{2s^2}{\pi}
=\left(1+\frac{2s^2}{\pi}\right)F-1 .$$

Since $d\ln s/d\ln E=1.6$,

$$\frac{d\ln F}{d\ln E}=1.6\left(1+\frac{2s^2}{\pi}-\frac1F\right). \tag{9}$$

At large $s$ the last two terms nearly cancel. Equation (9) must therefore be evaluated with an unrounded $F$.

## 5. Half-return energy and profile shape

In $F=\int_0^\infty2u\,e^{-u^2}e^{-au}du$, increasing $a$ lowers the integrand at every $u>0$. Thus $F$ falls steadily from 1 to 0 as energy rises, and $F=1/2$ has one solution. For $m=2$ its numerical value is $s_{1/2}=0.7670$. Solving (5) for energy gives

$$E_{1/2}=\left(\frac{s_{1/2}\,\rho L}{40}\right)^{1/1.6}. \tag{10}$$

With fixed density, $E_{1/2}\propto L^{0.625}$. Conversely, $L\propto E_{1/2}^{1.6}$, so a small relative error in the half-return energy becomes 1.6 times as large in $L$.

Two other profiles with the same mean show the effect of shape. A sharp depth returns $e^{-s}$, by Section 1. The function $e^{-z/L}$ is convex, so its average over any profile is at least its value at the mean depth:

$$F\ge e^{-s}.$$

Spreading the stopping depths at fixed mean therefore cannot reduce the return below that of a sharp depth. The exponential profile $P=\bar z^{-1}e^{-z/\bar z}$, which is the Makhov form with $m=1$, gives

$$F_{\exp}=\frac1{\bar z}\int_0^\infty e^{-z(1/\bar z+1/L)}dz=\frac1{1+s}. \tag{11}$$

This simple formula reaches one half at $s=1$, not at $0.7670$. It also has a deep tail proportional to $1/s$ instead of $1/s^2$, because its stopping density is nonzero at the surface.

## 6. Worked example

Take the round model parameters $\rho=5.0$ g/cm³, $D=0.50$ cm²/s and a positron lifetime $1/\lambda=200$ ps. In units suited to the calculation, $D=50$ nm²/ps. Hence

$$L=\sqrt{50\times200}\ \text{nm}=100\ \text{nm},\qquad \bar z=8\,E^{1.6}\ \text{nm}.$$

At 4 keV, $\bar z=73.52$ nm and $s=0.7352$. The subtracted term in (6) equals $0.4868$, so

$$F=1-0.4868=0.5132 .$$

For an absorbing surface about 51% of the thermalized positrons return, and the other 49% annihilate in the bulk. Results at other energies are:

| $E$ (keV) | $\bar z$ (nm) | $F$, $m=2$ | exponential | sharp depth |
|---:|---:|---:|---:|---:|
| 1 | 8.00 | 0.924 | 0.926 | 0.923 |
| 2 | 24.25 | 0.791 | 0.805 | 0.785 |
| 4 | 73.52 | 0.513 | 0.576 | 0.479 |
| 8 | 222.86 | 0.184 | 0.310 | 0.108 |
| 16 | 675.59 | 0.031 | 0.129 | 0.001 |

At 1 keV the three shapes agree to within 0.003 in the returned fraction, as expected from their common linear term in (7). At 16 keV the exponential profile returns about four times as many positrons as the $m=2$ profile.

The deep-limit formula gives $0.0344$ at 16 keV, against $0.0314$ from (6). It is about 10% too high relative to the full result. The local energy exponent is $-2.93$, so the curve has not yet reached its limiting exponent of $-3.2$. A power law fitted in this range should not be read as the asymptotic one.

The half-return energy follows from (10):

$$E_{1/2}=\left(\frac{0.7670\times5\times100}{40}\right)^{0.625}=4.11\ \text{keV}.$$

Changing $m$ to 1.7 at the same mean depth moves it to 4.20 keV. The exponential profile would put it at 4.85 keV. If the true profile has $m=2$ but the exponential condition $s=1$ is used to read $L$ from the half-return energy, the result is $L=76.7$ nm. This is 23% below the true 100 nm. The figure applies to that one-point reading; a fit to a whole curve would depend on the energies and weights used.

## 7. Traps and incomplete removal at the surface

Suppose uniformly distributed defects capture free positrons at rate $k$ and do not release them. Capture removes a positron from the diffusing population just as annihilation does, so $\lambda$ is replaced by $\lambda+k$ in (1), and

$$L_{\rm t}=\sqrt{\frac{D}{\lambda+k}}=\frac{L}{\sqrt{1+k/\lambda}}. \tag{12}$$

Equation (6) remains valid with $L_{\rm t}$ in place of $L$. The annihilation rate inside the traps does not enter the return fraction, because a trapped positron can no longer reach the surface.

For $k=15$ ns$^{-1}$, three times the free annihilation rate, $L_{\rm t}=100/\sqrt4=50$ nm. Equation (10) gives a half-return energy of 2.66 keV for an absorbing surface, down from 4.11 keV. At 4 keV the returning fraction falls from 0.513 to 0.296.

Now let the surface have $\kappa=2000$ m/s, so that $D/\kappa=25$ nm. Equation (3) supplies the factors

$$\frac1{1+25/100}=0.800,\qquad \frac1{1+25/50}=0.667,$$

without and with traps respectively. At 4 keV the returning fractions become

$$0.800\times0.5132=0.411,\qquad 0.667\times0.2956=0.197 .$$

Traps therefore act twice at such a surface. They shorten the distance from which positrons return, and they reduce the chance that a positron near the surface is removed there instead of in the bulk.

For a partly transmitting surface, the energy at which $J$ falls to half its zero-energy limit is still given by (10). The energy at which $J$ itself equals 0.5 is lower, and it does not exist if the prefactor is below 0.5.

## 8. Implementation and range of use

Evaluate (6) with the scaled complementary error function $\mathrm{erfcx}(x)=e^{x^2}\mathrm{erfc}(x)$:

$$F=1-s\,\mathrm{erfcx}(s/\sqrt\pi).$$

Forming the exponential and $\mathrm{erfc}$ separately fails at large $s$, where one overflows and the other underflows. In double precision this happens just above $s=47$. The scaled form also subtracts two nearly equal numbers at large $s$, but the loss is mild: its relative error is about $10^{-12}$ at $s=100$, where the limit $\pi/(2s^2)$ is still off by $5\times10^{-4}$. The limit becomes the more accurate of the two only beyond $s\approx10^4$, far outside the range of slow-positron beams, so the scaled form should be used throughout.

The formulas were tested against a grid solution of (1) for absorbing and partly transmitting surfaces, with and without traps. The returned fractions agreed within an absolute tolerance of $2\times10^{-5}$. For the absorbing surface without traps, the grid solution also satisfied (4) within that tolerance. Direct integration of the profile separately tested (6) and its limits. These tests establish the solution of the stated model, not the accuracy of the model for a particular solid.

To compare with a measured quantity, the return fraction must be linked to a signal. If the signal is linear in the populations, with fixed value $S_{\rm s}$ for positrons removed at the surface and $S_{\rm b}$ for those lost in the bulk, then

$$S(E)=J(E)\,S_{\rm s}+[1-J(E)]\,S_{\rm b}.$$

With uniform traps, $S_{\rm b}$ is a weighted average of the free and trapped values. The weights $\lambda/(\lambda+k)$ and $k/(\lambda+k)$ do not depend on beam energy. For a partly transmitting surface, $S$ depends on the product of the prefactor in (3) and $S_{\rm s}-S_{\rm b}$, so the signal curve alone cannot separate them.

The model needs revision in these cases:

- At low energy, positrons may reach the surface before thermalizing. The approach of (6) to 1 then describes the thermalized population, not the whole beam.
- In a thin film, positrons can leave through the back face or stop in the substrate. The condition at infinity must be replaced by conditions at the real boundaries.
- An electric field $\mathcal E$ adds a drift term $-vc'$ to (1), with $v=De\mathcal E/(k_BT)$ counted positive into the solid. For a uniform field and an absorbing surface, the return probability is $e^{-z/L_{\rm eff}}$ with $1/L_{\rm eff}=\left(v+\sqrt{v^2+4D\lambda}\right)/(2D)$. Equation (6) then keeps its form, and the curve alone does not reveal the field. The relevant scale is $k_BT/(eL)$, about 2.6 kV/cm for $L=100$ nm at 300 K. A field of only 1 kV/cm turns 100 nm into 82.5 nm when it points inward and 121 nm when it points outward, which matters for semiconductors with band bending. A field that varies with depth changes the shape of the curve as well.
- If defects or density vary with depth, a single $L$ or a single mean-depth rule is not sufficient.
- The power law (5) and the value of $m$ are empirical inputs. Their errors pass into the inferred $L$ even when the diffusion equation is solved accurately. In the worked example, an energy exponent of 1.5 or 1.7 with the same prefactor changes the $L$ read from the half-return energy from 100 nm to 87 or 115 nm. Taking (5) as a median instead of a mean depth raises it by 6%.

## Calculated quantities

```
density = 5.0 g/cm^3
diffusion coefficient = 0.50 cm^2/s
lifetime = 200 ps
diffusion length L = 100.0 nm
E = 1 keV: mean depth = 8.00 nm, s = 0.0800
  returned: formula 0.9239, grid 0.9239
  annihilated in bulk (grid) = 0.0761
  exponential profile 0.9259, sharp depth 0.9231
E = 2 keV: mean depth = 24.25 nm, s = 0.2425
  returned: formula 0.7908, grid 0.7908
  annihilated in bulk (grid) = 0.2092
  exponential profile 0.8048, sharp depth 0.7847
E = 4 keV: mean depth = 73.52 nm, s = 0.7352
  returned: formula 0.5132, grid 0.5132
  annihilated in bulk (grid) = 0.4868
  exponential profile 0.5763, sharp depth 0.4794
E = 8 keV: mean depth = 222.86 nm, s = 2.2286
  returned: formula 0.1837, grid 0.1837
  annihilated in bulk (grid) = 0.8163
  exponential profile 0.3097, sharp depth 0.1077
E = 16 keV: mean depth = 675.59 nm, s = 6.7559
  returned: formula 0.0314, grid 0.0314
  annihilated in bulk (grid) = 0.9686
  exponential profile 0.1289, sharp depth 0.0012
deep-limit formula at 16 keV = 0.0344
local energy exponent at 16 keV = -2.930
s at half return, m = 2: 0.7670
half-return energy, m = 2: 4.107 keV
half-return energy, m = 1.7: 4.199 keV
half-return energy, exponential: 4.848 keV
L misread with exponential law = 76.7 nm
trapping rate = 15.0 per ns
L with traps = 50.0 nm
half-return energy with traps = 2.663 keV
surface transfer velocity = 2000 m/s
D/kappa = 25.0 nm
no traps: surface factor = 0.8000
  4 keV: absorbing 0.5132, partial 0.4106
traps: surface factor = 0.6667
  4 keV: absorbing 0.2956, partial 0.1971
```
